# The Nielsen–Martin stress in plane waves and its kinetic term

## One plane wave in a stretched box

Put one electron in a periodic rectangular box with edges $L_x,L_y,L_z$ and volume $\Omega$, in the single plane wave $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$. Periodicity requires $K_x=2\pi n_x/L_x$ with an integer $n_x$. In atomic units ($\hbar=m=e=1$) the energy is $E=\tfrac12(K_x^2+K_y^2+K_z^2)$.

Now stretch the box along $x$, so that $L_x\to(1+\epsilon)L_x$, and keep $n_x$. Then $K_x\to K_x/(1+\epsilon)$ and

$$
E(\epsilon)=\tfrac12\left[\frac{K_x^2}{(1+\epsilon)^2}+K_y^2+K_z^2\right],\qquad
\left.\frac{dE}{d\epsilon}\right|_0=-K_x^2 .
$$

The factor $\tfrac12$ has cancelled against the exponent 2. Dividing by the volume gives the stress

$$
\sigma_{xx}=\frac1\Omega\frac{dE}{d\epsilon}=-\frac{K_x^2}{\Omega}.
$$

The size of this number has a direct meaning. The electron density is $1/\Omega$, the velocity along $x$ is $K_x$ and the momentum along $x$ is $K_x$, so $K_x^2/\Omega$ is the flux of $x$-momentum through a plane normal to $x$. The minus sign says that the electron pushes outward, because with this definition a positive stress is a tension.

In a crystal the orbital is a sum of many plane waves, the strain can shear the cell, and the electrons readjust when the cell is deformed. The first two points are a matter of bookkeeping. The third needs an argument.

## Strain, stress and the reciprocal lattice

A homogeneous deformation moves every point as $\mathbf r\to F\mathbf r$ with $F=1+\epsilon$. The strain $\epsilon$ is taken as a symmetric $3\times3$ matrix, which leaves out rotations; these do not change the energy. The stress is defined by the first-order change of the energy per cell,

$$
\delta E=\Omega\sum_{ab}\sigma_{ab}\,\epsilon_{ab},\qquad P=-\tfrac13\operatorname{tr}\sigma ,
\tag{1}
$$

with $\sigma$ symmetric. The sum runs over all nine index pairs. In a numerical check of $\sigma_{xy}$ one therefore sets $\epsilon_{xy}=\epsilon_{yx}=h/2$, and then $dE/dh=\Omega\sigma_{xy}$. Setting both elements to $h$ would give twice that.

The lattice vectors become $\mathbf a_j'=F\mathbf a_j$. The new reciprocal vectors must satisfy $\mathbf b_i'\cdot\mathbf a_j'=2\pi\delta_{ij}$. The choice $\mathbf b_i'=F^{-T}\mathbf b_i$ does this, since

$$
(F^{-T}\mathbf b_i)\cdot(F\mathbf a_j)=\mathbf b_i^TF^{-1}F\mathbf a_j=\mathbf b_i\cdot\mathbf a_j .
$$

A reciprocal vector $\mathbf G=\sum_i m_i\mathbf b_i$ with fixed integers $m_i$ transforms in the same way. Expanding $F^{-1}=1-\epsilon+\epsilon^2-\dots$ and using the symmetry of $\epsilon$,

$$
\mathbf G'=F^{-T}\mathbf G=(1-\epsilon)\mathbf G+O(\epsilon^2).
\tag{2}
$$

The map $\mathbf G\to(1-\epsilon)\mathbf G$ is thus a first-order statement. It suffices for the stress, which is a first derivative. A code that builds a strained cell should use the full inverse transpose.

If the Bloch vector $\mathbf k$ keeps its fractional coordinates, it transforms like $\mathbf G$, and so does $\mathbf K=\mathbf k+\mathbf G$. The volume changes as

$$
\Omega'=\Omega\det F=\Omega(1+\operatorname{tr}\epsilon)+O(\epsilon^2).
\tag{3}
$$

## What stays fixed when the orbitals are stretched

Write an orbital as

$$
\psi_{n\mathbf k}(\mathbf r)=\Omega^{-1/2}\sum_{\mathbf G}c_{n\mathbf k}(\mathbf G)\,e^{i\mathbf K\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=1 .
$$

Let the orbital be carried along by the deformation:

$$
\psi^{\epsilon}(\mathbf r)=(\det F)^{-1/2}\,\psi(F^{-1}\mathbf r).
$$

Insert the expansion. The two prefactors combine to $(\Omega\det F)^{-1/2}=\Omega'^{-1/2}$, and the phase is $\mathbf K\cdot F^{-1}\mathbf r=(F^{-T}\mathbf K)\cdot\mathbf r=\mathbf K'\cdot\mathbf r$. Hence

$$
\psi^{\epsilon}(\mathbf r)=\Omega'^{-1/2}\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf K'\cdot\mathbf r}.
\tag{4}
$$

This is a normalized plane-wave expansion in the new cell with the old coefficients. To freeze the coefficients is to stretch the orbital with the lattice. The overlap of two orbitals at the same $\mathbf k$ is $\sum_{\mathbf G}c_m^*c_n$, which contains no strain, so orthonormality is preserved.

Two further quantities are free of strain: the first because the coefficients are frozen, the second because the ions keep their fractional coordinates.

**Scaled density.** Let $f_{n\mathbf k}$ be the occupation, including spin, times the weight of the $\mathbf k$-point. The density is $\rho=\sum f|\psi|^2$, and its Fourier component times the volume is

$$
N(\mathbf G)=\Omega\rho(\mathbf G)=\int_\Omega\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r=\sum_{n\mathbf k}f_{n\mathbf k}\sum_{\mathbf G'}c^*_{n\mathbf k}(\mathbf G')\,c_{n\mathbf k}(\mathbf G'+\mathbf G).
$$

The right side depends on coefficients and integer labels alone. So $\Omega\rho(\mathbf G)$ is fixed, while $\rho(\mathbf G)$ itself falls as $1/\Omega$.

**Structure factors.** An ion at $\boldsymbol\tau=\sum_j s_j\mathbf a_j$ with fixed fractional coordinates $s_j$ has the phase $\mathbf G\cdot\boldsymbol\tau=2\pi\sum_j m_js_j$, again free of strain.

## Why the coefficients may be frozen

In the strained crystal the true coefficients differ from the old ones. The energy per cell is a function $E(\epsilon,c)$, and its full first-order change is

$$
\delta E=\left.\delta E\right|_{c}+\sum_{n\mathbf k\mathbf G}\left[\frac{\partial E}{\partial c^*_{n\mathbf k}(\mathbf G)}\,\delta c^*_{n\mathbf k}(\mathbf G)+\text{c.c.}\right].
$$

For self-consistent Kohn–Sham orbitals the derivative in the bracket is the Hamiltonian acting on the orbital, $\partial E/\partial c^*_{n\mathbf k}=f_{n\mathbf k}(Hc_{n\mathbf k})=f_{n\mathbf k}\varepsilon_{n\mathbf k}c_{n\mathbf k}$. The second term then becomes

$$
\sum_{n\mathbf k}f_{n\mathbf k}\varepsilon_{n\mathbf k}\sum_{\mathbf G}\left[c\,\delta c^*+c^*\delta c\right]
=\sum_{n\mathbf k}f_{n\mathbf k}\varepsilon_{n\mathbf k}\;\delta\!\sum_{\mathbf G}|c_{n\mathbf k}(\mathbf G)|^2=0 ,
$$

because the norm is 1 at every strain. The response of the orbitals drops out, and the stress is the derivative at frozen coefficients. This rests on four conditions.

1. *The integer labels in the basis are the same before and after the strain.* Otherwise $\delta c$ is not a variation within one basis. The result is the derivative of the energy at a fixed set of plane waves, not at a fixed cutoff energy.
2. *The orbitals are self-consistent.* The energy is stationary in $c$, but its strain derivative in general is not. An error of first order in the orbitals therefore gives an error of second order in the energy and of first order in the stress. Stress calls for tighter convergence.
3. *The occupations are fixed.* If they are smeared, $E$ is replaced by the free energy $A$, for which $\partial A/\partial f_{n\mathbf k}=\mu$ is the same for all states. Then $\sum\mu\,\delta f=0$ at fixed electron number, and the occupations may be frozen too.
4. *The internal forces vanish.* If they do not, frozen fractional positions give the clamped-ion stress, which lacks the contribution of ions that shift within the cell.

The argument concerns the total energy. The kinetic energy alone is not stationary, so the kinetic term below is one part of the total stress and not the strain derivative of the self-consistent kinetic energy.

## The kinetic term

The kinetic energy per cell is

$$
T=\tfrac12\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}|c_{n\mathbf k}(\mathbf G)|^2\,|\mathbf K|^2 .
$$

No volume appears, since the $1/\Omega$ from the two normalization factors cancels against the integral over the cell. With $f$ and $c$ frozen, all the strain dependence sits in $|\mathbf K|^2$. From (2),

$$
|\mathbf K'|^2=\sum_a\Big(K_a-\sum_b\epsilon_{ab}K_b\Big)^2=|\mathbf K|^2-2\sum_{ab}K_a\epsilon_{ab}K_b+O(\epsilon^2).
\tag{5}
$$

Therefore

$$
\delta T=\tfrac12\sum f|c|^2\Big(-2\sum_{ab}K_aK_b\,\epsilon_{ab}\Big)=-\sum_{ab}\epsilon_{ab}\sum f|c|^2K_aK_b .
$$

Comparing with (1), where the coefficient of $\epsilon_{ab}$ is $\Omega\sigma_{ab}$,

$$
\boxed{\;\sigma^{\rm kin}_{ab}=-\frac1\Omega\sum_{n\mathbf k\mathbf G}f_{n\mathbf k}\,|c_{n\mathbf k}(\mathbf G)|^2\,K_aK_b\;}
\tag{6}
$$

In ordinary units the right side is multiplied by $\hbar^2/m$, not $\hbar^2/2m$. Three properties are useful as checks in a code.

- The trace is $\operatorname{tr}\sigma^{\rm kin}=-2T/\Omega$, so the kinetic pressure is $2T/3\Omega$.
- For any unit vector $\mathbf n$, $\sum_{ab}n_a\sigma^{\rm kin}_{ab}n_b=-\Omega^{-1}\sum f|c|^2(\mathbf K\cdot\mathbf n)^2\le0$. The kinetic term pushes outward in every direction. Its off-diagonal elements may have either sign.
- The points $\mathbf k$ and $-\mathbf k$ contribute equally when time reversal relates their orbitals, since $K_aK_b$ is even. If other symmetry operations $R$ were used to reduce the $\mathbf k$-set, they turn $\mathbf K$ into $R\mathbf K$, and the tensor must be averaged over $R\sigma R^T$.

## The remaining terms for a local model

Each other energy term is treated in the same way: express it through $N(\mathbf G)$, phases, $\Omega$ and $\mathbf G$, then vary the last two. A model with rigid Gaussian ions and exchange in the local density approximation is enough to obtain a complete stress that can be compared with total energies.

**Coulomb energy.** Ion $I$ carries the charge $Z_I$ spread as a Gaussian $\propto e^{-r^2/w_I^2}$. Counting electron density as positive, define

$$
D(\mathbf G)=N(\mathbf G)-\sum_IZ_Ie^{-G^2w_I^2/4}e^{-i\mathbf G\cdot\boldsymbol\tau_I}.
$$

The net density has components $D/\Omega$, and Poisson's equation gives the potential $4\pi D/(\Omega G^2)$. Half the product of the two, summed and multiplied by $\Omega$, is

$$
E_C=\frac{2\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{|D(\mathbf G)|^2}{G^2}.
$$

The cell is neutral, so $D(0)=0$; omitting $\mathbf G=0$ means that no macroscopic field is present. $E_C$ contains the self-energy of each ionic charge cloud. The clouds keep their shape under strain, so this constant gives no stress.

Write $q=\sum_{ab}G_a\epsilon_{ab}G_b$. To first order,

$$
\delta\frac1\Omega=-\frac{\operatorname{tr}\epsilon}{\Omega},\qquad
\delta G^2=-2q,\qquad
\delta\frac1{G^2}=\frac{2q}{G^4},\qquad
\delta e^{-G^2w^2/4}=\frac{w^2}{2}\,q\,e^{-G^2w^2/4}.
$$

The last relation gives $\delta D=-q\,S$ with $S(\mathbf G)=\sum_I\tfrac12w_I^2Z_Ie^{-G^2w_I^2/4}e^{-i\mathbf G\cdot\boldsymbol\tau_I}$, hence $\delta|D|^2=-2q\,\mathrm{Re}(D^*S)$. Collecting the pieces,

$$
\sigma^{C}_{ab}=-\delta_{ab}\frac{E_C}{\Omega}+\frac{2\pi}{\Omega^2}\sum_{\mathbf G\neq0}G_aG_b\left[\frac{2|D|^2}{G^4}-\frac{2\,\mathrm{Re}(D^*S)}{G^2}\right].
\tag{7}
$$

**Exchange energy.** For Dirac exchange, $E_x=-\tfrac34(3/\pi)^{1/3}\int\rho^{4/3}d^3r$. At corresponding points the stretched density is $\rho/\det F$, and the volume element grows by $\det F$. So $E_x\to(\det F)^{1-4/3}E_x$, and with $\det F=1+\operatorname{tr}\epsilon$,

$$
\delta E_x=-\tfrac13E_x\operatorname{tr}\epsilon,\qquad
\sigma^x_{ab}=-\delta_{ab}\frac{E_x}{3\Omega}.
\tag{8}
$$

Since $E_x<0$, this is a tension. A functional that contains $\nabla\rho$ needs further terms, because the gradient also changes with strain.

## A triclinic model crystal

The example has round parameters and stands for no particular material. The lattice vectors in Å are $(3.2,0,0)$, $(0.4,3.4,0)$ and $(0.3,0.5,3.6)$. The matrix is triangular, so the volume is $3.2\times3.4\times3.6=39.168$ Å$^3$. Two ions of charge 2 sit at the origin and the body centre, with widths 0.6 and 0.8 Å. Four electrons fill two bands. There are four $\mathbf k$-points of equal weight, so $f=2/4=0.5$. Correlation is left out. At a cutoff of 120 eV there are 114 to 118 plane waves per $\mathbf k$-point, and the two lowest bands are filled at each point. The smallest direct gap between the second and third band at the sampled points is 3.5 eV. At these points the lowest third-band level also lies 2.3 eV above the highest second-band level. A small strain therefore does not change which orbitals are filled, and condition 3 holds. The gap belongs to this sampling only. On finer meshes the two bands overlap (by 0.8 eV on a shifted $6\times6\times6$ mesh), so the fully sampled crystal is a metal and needs smeared occupations.

Both ions are inversion centres of the crystal. Inversion would reverse a force on them, so the force is zero, also in the strained cell. Condition 4 is met, and the clamped-ion stress is the full stress of the model.

**One term of the sum.** At fractional $\mathbf k=(\tfrac14,\tfrac14,\tfrac14)$ the heaviest plane wave of the lowest band has $\mathbf G=0$ and weight $|c|^2=0.93184$. From $\mathbf K\cdot\mathbf a_1=2\pi/4$ follows $K_x=1.5708/3.2=0.49087$ Å$^{-1}$. With $\hbar^2/m=7.61996$ eV Å$^2$, its part of $\sigma^{\rm kin}_{xx}$ is

$$
-\frac{7.61996\times0.5\times0.93184\times(0.49087)^2}{39.168}=-0.02184\ \text{eV/Å}^3 .
$$

The full element is $-0.4153$ eV/Å$^3$. The heaviest wave of this orbital supplies about 5% of it; the rest comes from its other plane waves and from the other seven occupied orbitals.

**The tensor.** In eV/Å$^3$:

| $ab$ | kinetic | Coulomb | exchange | total |
|---|---|---|---|---|
| $xx$ | −0.4153 | 0.1970 | 0.1888 | −0.0296 |
| $yy$ | −0.4398 | 0.1945 | 0.1888 | −0.0565 |
| $zz$ | −0.5005 | 0.1890 | 0.1888 | −0.1227 |
| $yz$ | 0.0101 | 0.0074 | 0 | 0.0175 |
| $xz$ | −0.0011 | 0.0018 | 0 | 0.0007 |
| $xy$ | −0.0098 | 0.0022 | 0 | −0.0076 |

Rows may miss their sum by one unit in the last digit through rounding. The kinetic energy is $T=26.548$ eV, so the trace should be $-2\times26.548/39.168=-1.3556$ eV/Å$^3$, and the three diagonal elements add up to this. The exchange entry is $22.183/(3\times39.168)=0.1888$ eV/Å$^3$.

The kinetic pressure is $1.3556/3=0.4519$ eV/Å$^3$, or 72.4 GPa. The total pressure is $(0.0296+0.0565+0.1227)/3=0.0696$ eV/Å$^3$, or 11.15 GPa. The total is a small remainder of large terms: an error of 1% in the kinetic part alone would shift the pressure by 0.0045 eV/Å$^3$, about 6% of its value.

These numbers belong to the four-point sampling and are not converged in $\mathbf k$. On a shifted $6\times6\times6$ mesh with a Fermi smearing of 0.1 eV the total pressure is about 0.037 eV/Å$^3$, or 6 GPa. The three diagonal elements then lie between $-0.034$ and $-0.039$ eV/Å$^3$, and $\sigma_{xy}$ changes sign. Most of the anisotropy in the table comes from the coarse mesh. The comparison below is unaffected, because it uses the same $\mathbf k$-points on both sides.

**Comparison with energies.** The numerical check solves the crystal again in slightly strained cells, with the same integer labels, and differentiates the total energy. All six components agree with the formulas to within $2\times10^{-7}$ eV/Å$^3$. It also tests the kinetic term without using (2): the orbitals are stretched in real space, and their gradients are taken by finite differences. For a strain with all six components non-zero, the slope of $T$ agrees with (6) to about 2 parts in a million.

**The kinetic energy is not stationary.** For strain along $x$, the derivative of the re-solved kinetic energy, divided by $\Omega$, is $-0.1647$ eV/Å$^3$, whereas $\sigma^{\rm kin}_{xx}=-0.4153$ eV/Å$^3$. The difference of $+0.2506$ eV/Å$^3$ comes from the response of the orbitals. The Coulomb and exchange energies together respond by $-0.2506$ eV/Å$^3$, and the sum vanishes as stationarity demands. A finite-difference check of (6) alone must therefore freeze the coefficients; a check with re-solved orbitals must use the total energy.

## The error of a finite basis

The formulas give the derivative of the energy in the chosen basis, even when that basis is poor. Let $E_\infty(\Omega)$ be the converged energy and $\Delta(\Omega,E_c)\ge0$ the basis error at cutoff $E_c$, treated as a smooth function. Under uniform expansion a fixed set of labels has all $|\mathbf K|\propto\Omega^{-1/3}$, so its effective cutoff falls as $E_c\propto\Omega^{-2/3}$, that is, $dE_c/d\Omega=-2E_c/3\Omega$. The pressure in the fixed set is then

$$
P_{\rm set}=-\frac{d}{d\Omega}(E_\infty+\Delta)=P_\infty-\left.\frac{\partial\Delta}{\partial\Omega}\right|_{E_c}+\frac{2E_c}{3\Omega}\frac{\partial\Delta}{\partial E_c}.
\tag{9}
$$

A larger basis lowers the energy, so $\partial\Delta/\partial E_c\le0$ and the last term lowers the pressure. It is known as the Pulay stress. The sign of the middle term is not determined here, so (9) alone does not settle the sign of the whole error.

In the example the total energy and pressure are:

| cutoff (eV) | $E$ (eV) | $P$ (eV/Å$^3$) |
|---|---|---|
| 60 | 8.611 | 0.0587 |
| 120 | 8.417 | 0.0696 |
| 240 | 8.408 | 0.0704 |

The energies are positive because they include the ionic self-energies. Relative to the value at 240 eV, the pressure is 17% too low at 60 eV and about 1% too low at 120 eV. The agreement with re-solved energies at 120 eV is far closer than this 1%, because both sides of that comparison use the same set of plane waves. Such a check establishes that the stress is consistent with the energy in the code. It does not test the energy expression itself: a wrong prefactor in the exchange energy, carried over into both the exchange potential and the stress, would pass. If the potential kept the right prefactor, the orbitals would not make the wrong energy stationary, and the comparison would in general fail. The convergence of the stress also has to be examined separately, by raising the cutoff and by refining the $\mathbf k$-mesh. In this example the mesh error, nearly a factor of two in the pressure, is far larger than the cutoff error.

## Table of computed values

```
cell vector a1 (angstrom): 3.2 0.0 0.0
cell vector a2 (angstrom): 0.4 3.4 0.0
cell vector a3 (angstrom): 0.3 0.5 3.6
ion charges (e): 2.0 2.0
ion Gaussian widths w (angstrom): 0.6 0.8
fractional position of ion 2: 0.5 0.5 0.5
fractional k-point: 0.25 0.25 0.25
fractional k-point: 0.25 0.25 -0.25
fractional k-point: 0.25 -0.25 0.25
fractional k-point: -0.25 0.25 0.25
occupation times k weight f: 0.50
cell volume (angstrom^3): 39.1680
main cutoff (eV): 120
plane waves at the four k-points: 114 116 117 118
smallest direct gap (eV): 3.471
kinetic energy T (eV): 26.5484
Coulomb energy with ion self-energy (eV): 4.0519
exchange energy (eV): -22.1833
hbar^2/m (eV angstrom^2): 7.61996
heaviest plane wave, integer label: 0 0 0
its K (1/angstrom): 0.49087 0.40425 0.33928
its weight |c|^2: 0.93184
its part of kinetic xx stress (eV/angstrom^3): -0.021841
stress in eV/angstrom^3:
ab  kinetic  Coulomb  exchange  total  re-solved
xx  -0.415332   0.196988   0.188787  -0.029556  -0.029556
yy  -0.439786   0.194545   0.188787  -0.056453  -0.056453
zz  -0.500501   0.189016   0.188787  -0.122697  -0.122697
yz   0.010115   0.007366   0.000000   0.017481   0.017481
xz  -0.001133   0.001787   0.000000   0.000654   0.000654
xy  -0.009765   0.002200   0.000000  -0.007565  -0.007565
worst frozen-term error (eV/angstrom^3): 2.5e-07
worst total-stress error (eV/angstrom^3): 1.7e-07
trace of kinetic stress (eV/angstrom^3): -1.355618
-2T/Omega (eV/angstrom^3): -1.355618
kinetic pressure (GPa): 72.40
total pressure (GPa): 11.15
map error ratio on halving strain: 3.9955
real-space kinetic slope (eV): -40.45823
same slope from formula (eV): -40.45815
stretched-orbital overlap error: 1.0e-15
relaxed kinetic xx derivative/Omega (eV/angstrom^3): -0.164718
kinetic relaxation part, xx (eV/angstrom^3): 0.250613
potential relaxation part, xx (eV/angstrom^3): -0.250613
force on ion 2 along test direction (eV/angstrom): -1.5e-13
cutoff 60 eV: E = 8.6107 eV, P = 0.058666 eV/angstrom^3
cutoff 120 eV: E = 8.4171 eV, P = 0.069569 eV/angstrom^3
cutoff 240 eV: E = 8.4084 eV, P = 0.070397 eV/angstrom^3
```
